# Spin adaptation of the (T) correction for closed shells: a program that tests the result

```python
# Result under test: the closed-shell (T) energy
#   E(T) = 1/3 sum_{ijkabc} W^{abc} [4 V^{abc} + V^{bca} + V^{cab}
#                                   - 2 V^{acb} - 2 V^{bac} - 2 V^{cba}] / D
# i,j,k: occupied; a,b,c: virtual spatial orbitals (ijk fixed on W and V);
# D = e_i+e_j+e_k-e_a-e_b-e_c; W: connected source from the doubles amplitudes;
# V = W + products of a singles amplitude with an integral.
# The independent road applies the Hamiltonian to explicit determinants:
#   E(T) = sum_mu <0|(T1+T2)^+ H|mu><mu|H T2|0>/D_mu, mu = triple excitations.
from itertools import combinations, permutations, product
import numpy as np
from scipy import constants, sparse
from pyscf import gto, scf, cc, ao2mo, fci

PERMS = list(permutations(range(3)))


def parity(p):
    return int(round(np.linalg.det(np.eye(3)[list(p)])))


def spin_factor(p):
    """Signed number of spin assignments compatible with permutation p."""
    count = sum(all(s[n] == s[p[n]] for n in range(3))
                for s in product((0, 1), repeat=3))
    return parity(p) * count


def core_from_fock(eps, eri, nocc):
    """One-electron matrix that makes the closed-shell Fock matrix diag(eps)."""
    o = slice(0, nocc)
    return (np.diag(eps) - 2 * np.einsum('pqmm->pq', eri[:, :, o, o])
            + np.einsum('pmmq->pq', eri[:, o, o, :]))


def triples_denominator(eps, nocc):
    eo, ev = eps[:nocc], eps[nocc:]
    occ = eo[:, None, None] + eo[None, :, None] + eo[None, None, :]
    vir = ev[:, None, None] + ev[None, :, None] + ev[None, None, :]
    return occ[:, :, :, None, None, None] - vir[None, None, None]


def intermediates(t1, t2, eri, nocc):
    o, v = slice(0, nocc), slice(nocc, None)
    omega = (np.einsum('iabe,kjce->ijkabc', eri[o, v, v, v], t2)
             - np.einsum('iajm,mkbc->ijkabc', eri[o, v, o, o], t2))
    w = sum(omega.transpose(p + tuple(3 + n for n in p)) for p in PERMS)
    ovov = eri[o, v, o, v]
    singles = (np.einsum('ia,jbkc->ijkabc', t1, ovov)
               + np.einsum('jb,iakc->ijkabc', t1, ovov)
               + np.einsum('kc,iajb->ijkabc', t1, ovov))
    return w, w + singles


def cyclic(x):
    return (np.einsum('ijkbca->ijkabc', x) + np.einsum('ijkcab->ijkabc', x))


def transposed(x):
    return (np.einsum('ijkacb->ijkabc', x) + np.einsum('ijkbac->ijkabc', x)
            + np.einsum('ijkcba->ijkabc', x))


def weighted(x):
    return 4 * x + cyclic(x) - 2 * transposed(x)


class Determinants:
    """Products of alpha and beta strings, with the operators E_pq."""

    def __init__(self, norb, nocc):
        self.norb, self.nocc = norb, nocc
        strings = list(combinations(range(norb), nocc))
        index = {s: n for n, s in enumerate(strings)}
        self.size = len(strings)
        self.occ = np.zeros((self.size, norb), dtype=int)
        for n, s in enumerate(strings):
            self.occ[n, list(s)] = 1
        self.ops = []
        for p in range(norb):
            for q in range(norb):
                rows, cols, vals = [], [], []
                for n, s in enumerate(strings):
                    if q not in s:
                        continue
                    rest = [x for x in s if x != q]
                    if p in rest:
                        continue
                    place = sum(x < p for x in rest)
                    rows.append(index[tuple(sorted(rest + [p]))])
                    cols.append(n)
                    vals.append((-1.0) ** (s.index(q) + place))
                self.ops.append(sparse.csr_matrix(
                    (vals, (rows, cols)), shape=(self.size, self.size)))
        self.ref = np.zeros((self.size, self.size))
        self.ref[0, 0] = 1.0

    def excite(self, p, q, c):
        op = self.ops[p * self.norb + q]
        return op @ c + (op @ c.T).T

    def hamiltonian(self, c, h, eri):
        n = self.norb
        k = h - 0.5 * np.einsum('prrs->ps', eri)
        d = np.array([self.excite(p, q, c) for p in range(n) for q in range(n)])
        g = 0.5 * eri.reshape(n * n, n * n) @ d.reshape(n * n, -1)
        g += k.reshape(-1, 1) * c.reshape(1, -1)
        g = g.reshape(n, n, self.size, self.size)
        return sum(self.excite(p, q, g[p, q]) for p in range(n) for q in range(n))

    def cluster_states(self, t1, t2):
        no, nv = t1.shape
        single = np.array([[self.excite(no + a, i, self.ref)
                            for a in range(nv)] for i in range(no)])
        state1 = np.einsum('ia,iaxy->xy', t1, single)
        half = 0.5 * np.tensordot(t2, single, axes=([1, 3], [0, 1]))
        state2 = sum(self.excite(no + a, i, half[i, a])
                     for i in range(no) for a in range(nv))
        return state1, state2

    def triples_terms(self, t1, t2, eps, h, eri):
        """Energy of each triple determinant: doubles part, singles part."""
        s1, s2 = self.cluster_states(t1, t2)
        h1, h2 = self.hamiltonian(s1, h, eri), self.hamiltonian(s2, h, eri)
        nvirt = self.occ[:, self.nocc:].sum(axis=1)
        mask = (nvirt[:, None] + nvirt[None, :]) == 3
        es = self.occ @ eps
        d = 2 * es[0] - es[:, None] - es[None, :]
        d = np.where(mask, d, 1.0)
        return mask * h2 * h2 / d, mask * h1 * h2 / d


# ---- spin factors by enumeration
factors = {p: spin_factor(p) for p in PERMS}
order = [(0, 1, 2), (1, 2, 0), (2, 0, 1), (0, 2, 1), (1, 0, 2), (2, 1, 0)]
weights = [factors[p] / 2 for p in order]
assert weights == [4, 1, 1, -2, -2, -2]
metric = np.array([[factors[tuple(p.index(x) for x in q)] / 6 for q in PERMS]
                   for p in PERMS])
metric_eigs = np.linalg.eigvalsh(metric)
assert np.allclose(metric_eigs, [0, 1, 1, 1, 1, 4], atol=1e-12)

# ---- random model without spatial symmetry, arbitrary amplitudes
rng = np.random.default_rng(7)
no, nv = 3, 4
n = no + nv
g = 0.1 * rng.standard_normal((n, n, n, n))
g = g + g.transpose(1, 0, 2, 3)
g = g + g.transpose(0, 1, 3, 2)
g = g + g.transpose(2, 3, 0, 1)
eps_r = np.concatenate([np.linspace(-1.3, -0.6, no), np.linspace(0.4, 1.2, nv)])
t1_r = 0.1 * rng.standard_normal((no, nv))
t2_r = 0.1 * rng.standard_normal((no, no, nv, nv))
t2_r = t2_r + t2_r.transpose(1, 0, 3, 2)
w_r, v_r = intermediates(t1_r, t2_r, g, no)
d_r = triples_denominator(eps_r, no)
e_model = np.sum(w_r * weighted(v_r) / d_r) / 3
dets_r = Determinants(n, no)
parts_r = dets_r.triples_terms(t1_r, t2_r, eps_r, core_from_fock(eps_r, g, no), g)
e_model_det = parts_r[0].sum() + parts_r[1].sum()
assert abs(e_model - e_model_det) < 1e-10 * max(1, abs(e_model))

# ---- spin-orbital sources, element by element (spin is the fast index)
I2 = np.eye(2)


def with_spin4(x):
    """x[p,q,r,s] with spin of p tied to r and spin of q tied to s."""
    y = np.einsum('pqrs,wy,xz->pwqxrysz', x, I2, I2)
    return y.reshape([2 * m for m in x.shape])


def with_spin6(x):
    y = np.einsum('ijkabc,pu,qv,rw->ipjqkraubvcw', x, I2, I2, I2)
    return y.reshape([2 * m for m in x.shape])


def signed_sum(x):
    return sum(parity(p) * x.transpose((0, 1, 2) + tuple(3 + m for m in p))
               for p in PERMS)


def nine_terms(x):
    x = x - x.transpose(1, 0, 2, 3, 4, 5) - x.transpose(2, 1, 0, 3, 4, 5)
    return x - x.transpose(0, 1, 2, 4, 3, 5) - x.transpose(0, 1, 2, 5, 4, 3)


t2s = with_spin4(t2_r)
t2s = t2s - t2s.transpose(0, 1, 3, 2)
gs = with_spin4(g.transpose(0, 2, 1, 3))
gs = gs - gs.transpose(0, 1, 3, 2)
t1s = np.kron(t1_r, I2)
O, V = slice(0, 2 * no), slice(2 * no, None)
w_so = nine_terms(
    np.einsum('jkae,eibc->ijkabc', t2s, gs[V, O, V, V], optimize=True)
    - np.einsum('imbc,majk->ijkabc', t2s, gs[O, V, O, O], optimize=True))
s_so = nine_terms(np.einsum('ia,jkbc->ijkabc', t1s, gs[O, O, V, V]))
dev_w = np.abs(w_so - signed_sum(with_spin6(w_r))).max()
dev_v = np.abs(w_so + s_so - signed_sum(with_spin6(v_r))).max()
assert dev_w < 1e-11 and dev_v < 1e-11
e_model_so = np.sum(w_so * (w_so + s_so)
                    / triples_denominator(np.repeat(eps_r, 2), 2 * no)) / 36
assert abs(e_model_so - e_model_det) < 1e-10 * max(1, abs(e_model))

# ---- factorized form and vanishing diagonal cases
e_fact = np.sum((4 * w_r + cyclic(w_r))
                * (v_r - np.einsum('ijkcba->ijkabc', v_r)) / d_r) / 3
assert abs(e_fact - e_model_det) < 1e-10 * max(1, abs(e_model))
y_r = weighted(v_r)
assert max(np.abs(y_r[i, i, i]).max() for i in range(no)) < 1e-11
assert max(np.abs(y_r[:, :, :, a, a, a]).max() for a in range(nv)) < 1e-11

# ---- singlet methylene, 6-31G, carbon 1s frozen
bond, angle = 1.11, 102.0
half_angle = np.radians(angle / 2)
x, z = bond * np.sin(half_angle), bond * np.cos(half_angle)
mol = gto.M(atom=[['C', (0, 0, 0)], ['H', (x, 0, z)], ['H', (-x, 0, z)]],
            basis='6-31g', unit='Angstrom', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-8
mf.kernel()
assert mf.converged
ccsd = cc.CCSD(mf, frozen=1)
ccsd.conv_tol, ccsd.conv_tol_normt, ccsd.max_cycle = 1e-10, 1e-8, 100
ccsd.kernel()
assert ccsd.converged
t1, t2 = ccsd.t1, ccsd.t2
no, nv = t1.shape
n = no + nv
eps = mf.mo_energy[1:]
eri = ao2mo.restore(1, ao2mo.kernel(mol, mf.mo_coeff[:, 1:]), n)
h = core_from_fock(eps, eri, no)
W, VV = intermediates(t1, t2, eri, no)
D = triples_denominator(eps, no)
e4 = np.sum(W * weighted(W) / D) / 3
e5 = np.sum(W * weighted(VV - W) / D) / 3
e_t = np.sum(W * weighted(VV) / D) / 3
class_id = np.sum(W * 4 * VV / D) / 3
class_cyc = np.sum(W * cyclic(VV) / D) / 3
class_tr = np.sum(W * -2 * transposed(VV) / D) / 3

dets = Determinants(n, no)
det4, det5 = dets.triples_terms(t1, t2, eps, h, eri)
assert abs(e4 - det4.sum()) < 1e-11
assert abs(e5 - det5.sum()) < 1e-11
assert D.max() < 0 and e4 < 0
e_pyscf = ccsd.ccsd_t()
assert abs(e_t - e_pyscf) < 1e-8  # limited by SCF convergence

# ---- one set of six different orbitals
Y = weighted(VV)
block = W[0, 1, 2] * Y[0, 1, 2] / D[0, 1, 2]
sets = {s: 2 * sum(block[tuple(s[m] for m in p)] for p in PERMS)
        for s in combinations(range(nv), 3)}
best = max(sets, key=lambda s: abs(sets[s]))
target = np.zeros(n, dtype=int)
target[:no] = 2
target[[0, 1, 2]] -= 1
target[[no + a for a in best]] += 1
chosen = np.all(dets.occ[:, None, :] + dets.occ[None, :, :] == target, axis=2)
set_det = (det4 + det5)[chosen].sum()
assert abs(sets[best] - set_det) < 1e-12

# ---- full CI in the same orbital space (singlet-adapted solver)
e_fci, ci = fci.direct_spin0.kernel(h, eri, n, (no, no), conv_tol=1e-11,
                                    max_cycle=100)
e_ref = sum(h[i, i] + eps[i] for i in range(no))
fci_corr = e_fci - e_ref
ref_weight = np.asarray(ci)[0, 0] ** 2
assert ref_weight > 0.5
to_kj = constants.physical_constants['Hartree energy'][0] * constants.N_A / 1000

print('weights (abc,bca,cab,acb,bac,cba):', *[int(q) for q in weights])
print('spin metric eigenvalues:', *[f'{abs(q):.3f}' for q in metric_eigs])
print(f'random model, W/V formula: {e_model:.10f} (model energy unit)')
print(f'random model, determinants: {e_model_det:.10f} (model energy unit)')
print(f'random model, spin orbitals: {e_model_so:.10f} (model energy unit)')
print(f'random model, factorized form: {e_fact:.10f} (model energy unit)')
print(f'largest deviation of spin-orbital source from W: {dev_w:.1e}')
print(f'largest deviation of spin-orbital source from V: {dev_v:.1e}')
print(f'CH2 bond length: {bond:.2f} angstrom; angle: {angle:.1f} degrees')
print(f'correlated occupied, virtual orbitals: {no}, {nv}')
print(f'RHF total energy: {mf.e_tot:.8f} Eh')
print(f'CCSD correlation energy: {ccsd.e_corr:.8f} Eh')
print(f'(T) doubles part: {e4:.8f} Eh')
print(f'(T) singles part: {e5:.8f} Eh')
print(f'(T) total, W/V formula: {e_t:.8f} Eh')
print(f'(T) total, determinants: {det4.sum() + det5.sum():.8f} Eh')
print(f'(T) total, PySCF routine: {e_pyscf:.8f} Eh')
print(f'(T) total converted: {e_t * to_kj:.4f} kJ/mol')
print(f'identity class (weight 4): {class_id:.8f} Eh')
print(f'cyclic class (weights 1,1): {class_cyc:.8f} Eh')
print(f'transposition class (weights -2): {class_tr:.8f} Eh')
print(f'CCSD(T) correlation energy: {ccsd.e_corr + e_t:.8f} Eh')
print(f'full CI correlation energy: {fci_corr:.8f} Eh')
print(f'CCSD minus full CI: {ccsd.e_corr - fci_corr:.8f} Eh')
print(f'CCSD(T) minus full CI: {ccsd.e_corr + e_t - fci_corr:.8f} Eh')
print(f'reference weight in full CI: {ref_weight:.4f}')
print('chosen set, valence orbital numbers: occupied 1 2 3; virtual',
      *[no + a + 1 for a in best])
print(f'chosen set, D: {D[(0, 1, 2) + best]:.6f} Eh')
for name, p in zip(('abc', 'bca', 'cab', 'acb', 'bac', 'cba'), order):
    q = (0, 1, 2) + tuple(best[m] for m in p)
    print(f'{name}: W = {W[q]:.7f}, V = {VV[q]:.7f}, '
          f'weighted V = {Y[q]:.7f} Eh')
print(f'chosen set, (2/D) sum of W times weighted V: {sets[best]:.9f} Eh')
print(f'chosen set, sum over determinants: {set_det:.9f} Eh')
print(f'number of determinants in chosen set: {int(chosen.sum())}')
print('checks complete')
```

It prints:

```
weights (abc,bca,cab,acb,bac,cba): 4 1 1 -2 -2 -2
spin metric eigenvalues: 0.000 1.000 1.000 1.000 1.000 4.000
random model, W/V formula: -20.1836906805 (model energy unit)
random model, determinants: -20.1836906805 (model energy unit)
random model, spin orbitals: -20.1836906805 (model energy unit)
random model, factorized form: -20.1836906805 (model energy unit)
largest deviation of spin-orbital source from W: 3.3e-16
largest deviation of spin-orbital source from V: 4.4e-16
CH2 bond length: 1.11 angstrom; angle: 102.0 degrees
correlated occupied, virtual orbitals: 3, 9
RHF total energy: -38.85297994 Eh
CCSD correlation energy: -0.08758421 Eh
(T) doubles part: -0.00146460 Eh
(T) singles part: 0.00000870 Eh
(T) total, W/V formula: -0.00145590 Eh
(T) total, determinants: -0.00145590 Eh
(T) total, PySCF routine: -0.00145590 Eh
(T) total converted: -3.8225 kJ/mol
identity class (weight 4): -0.01064364 Eh
cyclic class (weights 1,1): -0.00387369 Eh
transposition class (weights -2): 0.01306143 Eh
CCSD(T) correlation energy: -0.08904011 Eh
full CI correlation energy: -0.08960684 Eh
CCSD minus full CI: 0.00202263 Eh
CCSD(T) minus full CI: 0.00056673 Eh
reference weight in full CI: 0.9212
chosen set, valence orbital numbers: occupied 1 2 3; virtual 4 7 9
chosen set, D: -3.458321 Eh
abc: W = -0.0034802, V = -0.0033862, weighted V = -0.0056897 Eh
bca: W = -0.0004070, V = -0.0004070, weighted V = 0.0032481 Eh
cab: W = -0.0007582, V = -0.0007582, weighted V = 0.0021943 Eh
acb: W = -0.0012309, V = -0.0012309, weighted V = 0.0008999 Eh
bac: W = 0.0001477, V = 0.0001477, weighted V = 0.0050357 Eh
cba: W = -0.0035147, V = -0.0034269, weighted V = -0.0056882 Eh
chosen set, (2/D) sum of W times weighted V: -0.000021076 Eh
chosen set, sum over determinants: -0.000021076 Eh
number of determinants in chosen set: 20
checks complete
```
